\section*{Square-root cusps in elastic electron scattering at an s-wave inelastic threshold, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the scattering amplitude at threshold}

\subsection*{The form of the answer}

An electron strikes a target that can be raised to an excited level at energy $E_t$. Slightly above $E_t$ the electron that has excited the target leaves slowly, with a small wave number $k_2$. If it leaves in an s wave, no centrifugal barrier keeps it from the target. Its probability density near the target then tends to a finite value at threshold, and the rate of escape is this density times a velocity proportional to $k_2$. The flux lost from the elastic channel is therefore proportional to $k_2$.

The loss is a pure number and $k_2$ is an inverse length, so $k_2$ must be multiplied by a length $\beta$, which may depend on the interaction and on the incident wave number. To first order the elastic amplitude can contain the new channel through $\beta k_2$, where
\begin{equation}
k_2\propto\sqrt{E-E_t}.
\end{equation}
A square root has infinite slope where it vanishes. Below threshold $k_2$ becomes imaginary, $k_2=i\kappa$, and the same term changes the phase of the elastic wave instead of its strength. Three things remain to be derived: that the amplitude really has an expansion in $k_2$, that unitarity fixes the phase of its first coefficient, and the conditions under which the root survives in the cross section.

\subsection*{Model and conventions}

Rydberg atomic units are used: $\hbar=1$, $2m=1$ and $e^2=2$, with lengths in bohr and energies in rydberg. The kinetic energy of an electron of wave number $k$ is then $k^2$. Channel 1 holds the target in its ground level and channel 2 holds it in the excited level, so that
\begin{equation}
k_1^2=E,\qquad k_2^2=E-E_t,\qquad E_t>0 .
\end{equation}
Both channels have orbital angular momentum zero. The radial functions, $r$ times the wave functions, form a column $u=(u_1,u_2)^T$ that obeys
\begin{equation}
u''=M(r,E)\,u,\qquad
M=\begin{pmatrix}V_{11}-E & V_{12}\\ V_{12}& V_{22}-E+E_t\end{pmatrix},
\qquad u(0)=0 .
\label{radial}
\end{equation}
The potentials $V_{ij}(r)$ are real, bounded and independent of energy, and they vanish for $r>R$. This is the meaning of ``short-range'' here. Near $E_t$ no third channel is open. The equality of the two off-diagonal elements expresses a Hermitian interaction with real wave functions, as time-reversal symmetry allows.

\subsection*{The interior is smooth in energy}

Let the $2\times2$ matrix $U(r,E)$ hold two independent regular solutions as columns, with $U(0)=0$ and $U'(0)=1$. Integrating \eqref{radial} twice gives
\begin{equation}
U(r)=r\,\mathbf 1+\int_0^r (r-s)\,M(s,E)\,U(s)\,ds .
\end{equation}
Iteration produces a series. Each iteration brings one more factor $M$, which is linear in $E$, so every term is a polynomial in $E$. If the norm of $M$ is at most $w$ on $0<r<R$, the $n$th term is at most $w^n r^{2n+1}/(2n+1)!$, because each double integration raises the power of $r$ by two and divides by the next two integers. The series converges uniformly for $E$ in any bounded region, so $U$ is an entire function of $E$. The same holds for $U'$. Nothing in the interior solution knows that $E_t$ is a threshold.

The information needed outside is the logarithmic-derivative matrix
\begin{equation}
L(E)=U'(R)\,U(R)^{-1},\qquad u'(R)=L\,u(R).
\end{equation}
It is real for real $E$. To see that it is symmetric, differentiate a Wronskian matrix:
\begin{equation}
\frac{d}{dr}\left(U^TU'-U'^TU\right)
=U^TMU-U^TM^TU=0 .
\end{equation}
The terms $U'^TU'$ have cancelled, and $M=M^T$ was used. The bracket vanishes at $r=0$, hence everywhere. Multiplying $U^TU'=U'^TU$ from the left by $(U^T)^{-1}$ and from the right by $U^{-1}$ gives $L=L^T$.

The inverse of $U(R)$ fails to exist when some regular solution vanishes in both channels at $R$. Such energies are the levels of the system enclosed by a hard wall at $R$. That problem is Hermitian, so the levels are real. The determinant of $U(R)$ is therefore not identically zero, and $L$ is analytic in $E$ apart from isolated poles.

Should a pole lie at $E_t$ itself, a slightly larger matching radius removes it. Let $u$ be a solution that vanishes on the wall, let $v=\partial u/\partial E$ at fixed starting data, and write $N=\int_0^R u^Tu\,dr$. Differentiating $u''=Mu$ with respect to $E$ gives $v''=Mv-u$, whence
\begin{equation}
(u^Tv'-u'^Tv)'=-u^Tu
\quad\Rightarrow\quad u'^T(R)\,v(R)=N ,
\end{equation}
since $u(R)=0$. As the wall moves by $dR$ and the level by $dE$, the mixture of the two columns may also change. This adds a regular solution $w$ of the unchanged equation, for which the Wronskian gives $u'^Tw=0$ at the wall. The solution must still vanish on the moved wall, so $u'dR+v\,dE+w=0$. Taking the product with $u'^T$ yields
\begin{equation}
\frac{dE}{dR}=-\frac{u'^T(R)u'(R)}{N}<0 .
\end{equation}
The numerator cannot vanish, because $u=u'=0$ at one point would make $u$ zero everywhere. The wall level therefore moves away from $E_t$. We may take $L$ to be analytic at threshold, so that $L(E)=L(E_t)+O(k_2^2)$.

\subsection*{One boundary condition for both sides}

Above threshold there is no incoming electron in channel 2, and for $r\ge R$
\begin{equation}
u_2=A\,e^{ik_2r}.
\label{out}
\end{equation}
Below threshold the solution must decay as $e^{-\kappa r}$, with $\kappa=\sqrt{E_t-E}>0$. These are one function on two parts of its domain. To see which root is meant, start above threshold and lead $E$ around $E_t$ through the upper half of the complex plane. The argument of $E-E_t$ grows from $0$ to $\pi$, and that of its square root from $0$ to $\pi/2$. Thus
\begin{equation}
k_2\;\longrightarrow\; i\kappa,\qquad e^{ik_2r}\;\longrightarrow\; e^{-\kappa r}.
\label{cont}
\end{equation}
The opposite root, $-i\kappa$, would give a growing wave. On both sides the condition at the matching radius is $u_2'(R)=ik_2u_2(R)$.

\subsection*{Elimination of the new channel}

The second row of $u'=Lu$ now reads
\begin{equation}
ik_2u_2=L_{12}u_1+L_{22}u_2
\quad\Rightarrow\quad
u_2=-\frac{L_{12}}{L_{22}-ik_2}\,u_1 .
\end{equation}
Putting this into the first row gives an effective one-channel condition,
\begin{equation}
u_1'=\Lambda u_1,\qquad
\Lambda=L_{11}-\frac{L_{12}^2}{L_{22}-ik_2}.
\label{Lambda}
\end{equation}
In channel 1 the outside wave is normalized to a unit incoming part,
\begin{equation}
u_1=e^{-ik_1r}-S_{11}e^{ik_1r},
\label{u1}
\end{equation}
so that $S_{11}=1$ describes free motion, $u_1=-2i\sin k_1r$. Inserting \eqref{u1} in $u_1'=\Lambda u_1$ at $r=R$,
\begin{equation}
-ik_1\left(e^{-ik_1R}+S_{11}e^{ik_1R}\right)
=\Lambda\left(e^{-ik_1R}-S_{11}e^{ik_1R}\right).
\end{equation}
Collecting the terms with $S_{11}$ on the left gives $S_{11}e^{ik_1R}(\Lambda-ik_1)=e^{-ik_1R}(\Lambda+ik_1)$, hence
\begin{equation}
S_{11}=e^{-2ik_1R}\,\frac{\Lambda+ik_1}{\Lambda-ik_1}.
\end{equation}
Multiplying numerator and denominator by $L_{22}-ik_2$ turns this into
\begin{equation}
S_{11}=e^{-2ik_1R}\,
\frac{(L_{11}+ik_1)(L_{22}-ik_2)-L_{12}^2}
{(L_{11}-ik_1)(L_{22}-ik_2)-L_{12}^2}.
\label{S}
\end{equation}
At $E_t$ the quantities $L_{ij}$ and $k_1=\sqrt E$ are analytic in $E$, because $E_t>0$. The branch point comes from the explicit $k_2$.

\subsection*{No pole sits at threshold}

An expansion in $k_2$ requires a nonzero denominator at $k_2=0$. With all quantities taken at $E_t$, that denominator is
\begin{equation}
D_0=(L_{11}-ik_1)L_{22}-L_{12}^2 .
\label{D0}
\end{equation}
Its imaginary part is $-k_1L_{22}$ and its real part is $L_{11}L_{22}-L_{12}^2$. Since $k_1>0$, both vanish only if $L_{22}=0$ and $L_{12}=0$. As long as $L_{12}\ne0$ at threshold, $S_{11}$ has the expansion
\begin{equation}
S_{11}=e^{2i\delta_0}\left(1+\alpha k_2+O(k_2^2)\right),\qquad
e^{2i\delta_0}=e^{-2ik_1R}\,\frac{D_0^*}{D_0}.
\label{alpha}
\end{equation}
The numerator of \eqref{S} at $k_2=0$ is $D_0^*$, so the leading factor has modulus one and $\delta_0$ is a real elastic phase. Physically, a state bound or nearly bound in channel 2 can decay into channel 1. This moves the pole to a complex energy and keeps it off the threshold. The pole may still be close, and then the expansion holds over a correspondingly narrow range.

\subsection*{Unitarity fixes the phase of the root term}

Flux conservation follows from the real symmetric $L$:
\begin{equation}
\operatorname{Im}(u^\dagger u')=\operatorname{Im}(u^\dagger Lu)=0\quad\text{at } r=R .
\end{equation}
The contribution of channel 1 is obtained from \eqref{u1}:
\begin{align}
u_1^*u_1'&=-ik_1\left(e^{ik_1R}-S_{11}^*e^{-ik_1R}\right)
\left(e^{-ik_1R}+S_{11}e^{ik_1R}\right)\nonumber\\
&=-ik_1\left(1-|S_{11}|^2+S_{11}e^{2ik_1R}-S_{11}^*e^{-2ik_1R}\right).
\end{align}
The last two terms are a number minus its complex conjugate. They are imaginary, and after multiplication by $-ik_1$ they are real. The imaginary part is thus $-k_1(1-|S_{11}|^2)$. Channel 2 contributes $k_2|A|^2$ above threshold, by \eqref{out}, and nothing below, where $u_2'/u_2=-\kappa$ is real. Therefore
\begin{equation}
1-|S_{11}|^2=
\begin{cases}
(k_2/k_1)\,|A|^2, & E>E_t,\\
0, & E<E_t .
\end{cases}
\label{unit}
\end{equation}
Now apply this to \eqref{alpha} on each side. Below threshold $k_2=i\kappa$, and
\begin{equation}
|S_{11}|^2=1+2\operatorname{Re}(i\alpha\kappa)+O(\kappa^2)
=1-2\kappa\operatorname{Im}\alpha+O(\kappa^2).
\end{equation}
This must equal one for every small $\kappa$, so $\operatorname{Im}\alpha=0$. Above threshold
\begin{equation}
|S_{11}|^2=1+2k_2\operatorname{Re}\alpha+O(k_2^2)\le1 ,
\end{equation}
so $\alpha\le0$. Writing $\alpha=-\beta$ gives
\begin{equation}
S_{11}=
\begin{cases}
e^{2i\delta_0}(1-\beta k_2)+O(k_2^2), & E>E_t,\\
e^{2i\delta_0}(1-i\beta\kappa)+O(\kappa^2), & E<E_t,
\end{cases}
\qquad \beta\ge0 .
\label{law}
\end{equation}
Neither side alone would suffice. Unitarity below makes the coefficient real, and unitarity above gives its sign. If another inelastic channel were already open, $|S_{11}|$ would be below one on both sides and both conclusions would be lost: $\alpha$ is then complex in general, its real part may have either sign, and the purely elastic cross section may rise above threshold.

\subsection*{The length $\beta$}

The coefficient also follows directly from \eqref{S}. To first order in $k_2$ the numerator is $D_0^*-ik_2(L_{11}+ik_1)$ and the denominator is $D_0-ik_2(L_{11}-ik_1)$. Hence
\begin{align}
\alpha&=-i\left[\frac{L_{11}+ik_1}{D_0^*}-\frac{L_{11}-ik_1}{D_0}\right]\nonumber\\
&=-\frac{i}{|D_0|^2}\left[(L_{11}+ik_1)D_0-(L_{11}-ik_1)D_0^*\right].
\end{align}
In the bracket the terms with $L_{22}$ are $(L_{11}^2+k_1^2)L_{22}$ twice, with opposite signs, and they cancel. What remains is
\begin{equation}
-L_{12}^2\left[(L_{11}+ik_1)-(L_{11}-ik_1)\right]=-2ik_1L_{12}^2 .
\end{equation}
Since $(-i)(-2i)=-2$,
\begin{equation}
\beta=-\alpha=\frac{2k_1L_{12}^2}{|D_0|^2}.
\label{beta}
\end{equation}
This is real and positive whenever $L_{12}\ne0$, in agreement with unitarity. The elements of $L$ and $k_1$ are inverse lengths, so the numerator has dimension length$^{-3}$ and the denominator length$^{-4}$. Thus $\beta$ is a length. Comparing \eqref{law} with \eqref{unit} gives $\beta=|A_0|^2/(2k_1)$, where $A_0$ is the amplitude in channel 2 at threshold. Just outside $R$, $|A_0|^2/r^2$ is the finite density of the opening argument.

\section*{Second half: cross sections, exceptions and a worked case}

\subsection*{Results carried over}

The wave numbers are $k_1=\sqrt E$ and $k_2=\sqrt{E-E_t}$ in Rydberg units, with $k_2=i\kappa$ and $\kappa=\sqrt{E_t-E}$ below threshold. The real symmetric matrix $L$ gives the logarithmic derivatives at the edge $R$ of the interaction. At threshold $D_0=(L_{11}-ik_1)L_{22}-L_{12}^2$, and $\delta_0$ is the elastic phase. Near threshold the elastic element is $S_{11}=e^{2i\delta_0}(1-\beta k_2)$ above and $e^{2i\delta_0}(1-i\beta\kappa)$ below, with $\beta=2k_1L_{12}^2/|D_0|^2$.

\subsection*{From amplitude to cross section}

The s-wave part of a unit plane wave is $(e^{ik_1r}-e^{-ik_1r})/(2ik_1r)$. Scattering multiplies the outgoing part by $S_{11}$, so the added wave is $f e^{ik_1r}/r$ with $f=(S_{11}-1)/(2ik_1)$. The elastic cross section is
\begin{equation}
\sigma_{\rm el}=4\pi|f|^2=\frac{\pi}{k_1^2}|1-S_{11}|^2 .
\label{el}
\end{equation}
The incoming part has amplitude $1/(2k_1r)$. Its flux through a sphere, divided by that of the plane wave, is $4\pi r^2/(4k_1^2r^2)=\pi/k_1^2$. The fraction $1-|S_{11}|^2=2\beta k_2$ goes into excitation:
\begin{equation}
\sigma_{\rm in}=\frac{2\pi}{k_1^2}\,\beta k_2+O(k_2^2).
\label{in}
\end{equation}

For the elastic part use $|1-S_{11}|^2=1-2\operatorname{Re}S_{11}+|S_{11}|^2$. Above threshold, to first order,
\begin{align}
|1-S_{11}|^2&=1-2(1-\beta k_2)\cos2\delta_0+1-2\beta k_2\nonumber\\
&=2(1-\cos2\delta_0)(1-\beta k_2)=4\sin^2\delta_0\,(1-\beta k_2).
\end{align}
Below threshold $|S_{11}|=1$ and $\operatorname{Re}S_{11}=\cos2\delta_0+\beta\kappa\sin2\delta_0$, so
\begin{align}
|1-S_{11}|^2&=2-2\cos2\delta_0-2\beta\kappa\sin2\delta_0\nonumber\\
&=4\sin^2\delta_0-4\beta\kappa\sin\delta_0\cos\delta_0 .
\end{align}
The prefactor $\pi/E$ changes only at order $E-E_t$. With $\sigma_0=4\pi\sin^2\delta_0/k_1^2$, where $k_1$ is taken at threshold,
\begin{equation}
\sigma_{\rm el}=
\begin{cases}
\sigma_0(1-\beta k_2)+O(k_2^2), & E>E_t,\\
\sigma_0(1-\beta\kappa\cot\delta_0)+O(\kappa^2), & E<E_t .
\end{cases}
\label{cusp}
\end{equation}
Since $dk_2/dE=1/(2k_2)$ and $d\kappa/dE=-1/(2\kappa)$, the leading slopes are
\begin{equation}
\frac{d\sigma_{\rm el}}{dE}=
-\frac{\sigma_0\beta}{2\sqrt{E-E_t}}\ \text{(above)},\qquad
+\frac{\sigma_0\beta\cot\delta_0}{2\sqrt{E_t-E}}\ \text{(below)}.
\label{slope}
\end{equation}
Apart from the exceptions listed below, both diverge at threshold, while the cross section itself is continuous.

The opening of an s-wave channel adds a square-root term to the elastic cross section, which stays continuous at threshold while its slope, apart from certain exceptions, diverges on both sides. What remains is to describe the possible shapes and the exceptions, to test the law on a two-channel example, and to see what changes in real HCl, under finite energy resolution and in plasma models.
